# How much self-energy belongs on an external electron leg?: a program that tests the result

```python
"""
Result under test: an external electron leg contributes sqrt(Z2), that is
1 + Sigma'(m)/2 to first order in alpha, not 1 and not 1 + Sigma'(m).

Units: hbar = c = electron mass m = 1 in the QED part.
Sigma : one-loop self-energy, Feynman gauge, propagator i/(pslash-m0-Sigma)
mu    : photon mass;  lam : mass of the Pauli-Villars regulator photon
slope : Sigma'(m), derivative with respect to pslash on the mass shell
vertex: one-loop correction to the charge form factor at zero transfer
Model part: a level coupled with strengths V to a continuum of energies
omega above a gap (unit of energy = gap); w = sum V^2/omega^2, Z = 1/(1+w).
The coupling is multiplied by g(t), the level counterterm by g(t)^2.
"""
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.integrate import solve_ivp

# ---------- self-energy from Feynman parameters ----------
v = np.arange(-36.0, 36.0001, 0.05)
x = 1 / (1 + np.exp(-v))
xc = 1 / (1 + np.exp(v))             # 1 - x without cancellation
wx = 0.05 * x * xc                   # trapezoid weights for dx


def denom(p2, mass):
    return xc * (xc + x * (1 - p2)) + x * mass**2


def sigma_parts(p2, mu, lam):
    """Sigma = A + B pslash."""
    log = np.log(denom(p2, lam) / denom(p2, mu))
    pref = alpha / (2 * np.pi)
    return pref * np.sum(wx * 2 * log), -pref * np.sum(wx * x * log)


def sigma_feynman(p, mu, lam):
    a, b = sigma_parts(p * p, mu, lam)
    return a + b * p


def slope_formula(mu, lam):
    dm, dl = denom(1.0, mu), denom(1.0, lam)
    f = -x * np.log(dl / dm) + 2 * x * xc * (2 - x) * (1 / dm - 1 / dl)
    return alpha / (2 * np.pi) * np.sum(wx * f)


# ---------- self-energy from the Wick-rotated loop integral ----------
def sigma_loop(p, mu, lam):
    """Electron at rest with energy p <= 1; angles done in closed form."""
    step = 0.05
    k = np.exp(np.arange(np.log(1e-8), np.log(1e9), step))
    a, b = 1 - p * p + k * k, 2 * p * k
    s = a + np.sqrt(a * a + b * b)
    photon = (lam**2 - mu**2) / ((k * k + mu**2) * (k * k + lam**2))
    f = k**4 * ((4 - 2 * p) / s + k * b / s**2) * photon
    return alpha / np.pi * step * np.sum(f)


def slope_loop(mu, lam):
    h = mu / 40
    f = [sigma_loop(1 - j * h, mu, lam) for j in range(5)]
    return (25*f[0] - 48*f[1] + 36*f[2] - 16*f[3] + 3*f[4]) / (12 * h)


# ---------- vertex correction with explicit Dirac matrices ----------
I2, O2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gam = [np.block([[I2, O2], [O2, -I2]]).astype(complex)]
gam += [np.block([[O2, s], [-s, O2]]).astype(complex) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def vertex_loop(mu, lam):
    """Charge vertex between electrons at rest, zero momentum transfer."""
    step = 0.15
    k = np.exp(np.arange(np.log(1e-7), np.log(1e8), step))[:, None]
    node, weight = np.polynomial.legendre.leggauss(240)
    theta = (np.pi / 2 * node)[None, :]
    top = np.arcsinh(2 / k)
    s = top * np.sin(theta)
    t = k / 2 * np.sinh(s)           # cosine of the Euclidean polar angle
    dt = k / 2 * np.cosh(s) * top * np.cos(theta) * np.pi / 2 * weight
    root = np.sqrt(np.clip(1 - t * t, 0, None))
    q0, k3 = 1 - 1j * k * t, k * root
    u = np.array([1, 0, 0, 0], complex)
    ubar = u.conj() @ gam[0]

    def q_plus_m(vec):               # (qslash + 1) acting on spinors
        return (q0[..., None] * (vec @ gam[0].T)
                + k3[..., None] * (vec @ gam[3].T) + vec)

    numer = 0
    for nu in range(4):
        start = np.broadcast_to(gam[nu] @ u, q0.shape + (4,))
        end = q_plus_m(q_plus_m(start) @ gam[0].T)
        numer = numer + metric[nu] * (end @ (ubar @ gam[nu]))
    den = k**2 * (1 + 1j * np.sinh(s))
    photon = (lam**2 - mu**2) / ((k * k + mu**2) * (k * k + lam**2))
    total = np.sum(k**4 * step * dt * root * numer / den**2 * photon)
    return -alpha / np.pi**2 * total


print(f"fine-structure constant = {alpha:.9f}")
lam = 1000.0
for mu in (0.1, 0.001):
    for p in (0.7, 1.0):
        assert np.isclose(sigma_feynman(p, mu, lam),
                          sigma_loop(p, mu, lam), rtol=1e-7)
    slope, direct = slope_formula(mu, lam), slope_loop(mu, lam)
    assert np.isclose(slope, direct, rtol=1e-5)
    vertex = vertex_loop(mu, lam)
    assert abs(vertex.imag) < 1e-5 * abs(slope)
    vertex = vertex.real
    assert np.isclose(vertex, -slope, rtol=1e-5)
    charge = [1 + vertex + 2 * c * slope for c in (0, 0.5, 1)]
    assert abs(charge[1] - 1) < 1e-6
    assert min(abs(charge[0] - 1), abs(charge[2] - 1)) > 1e-3
    print(f"QED: photon mass = {mu:g} m, regulator mass = {lam:g} m")
    print(f"  mass shift Sigma(m) = {sigma_feynman(1, mu, lam):.6f} m")
    print(f"  Sigma'(m), parameter formula = {slope:.7f}")
    print(f"  Sigma'(m), loop integral     = {direct:.7f}")
    print(f"  half of Sigma'(m)            = {slope/2:.7f}")
    print(f"  vertex correction            = {vertex:.7f}")
    print(f"  charge, legs dropped = {charge[0]:.6f} e")
    print(f"  charge, legs halved  = {charge[1]:.6f} e")
    print(f"  charge, legs full    = {charge[2]:.6f} e")

# ---------- the on-shell limit depends on its direction ----------
mu = 0.1


def dot(a, b):
    return np.sum(metric * a * b)


def slash(a):
    return sum(metric[i] * a[i] * gam[i] for i in range(4))


mom = np.array([0.0, 0.3, -0.2, 0.5])
mom[0] = np.sqrt(1 + np.sum(mom[1:]**2))
spinor = (slash(mom) + np.eye(4)) @ np.array([1, 0, 0, 0], complex)
slope, shift_m = slope_formula(mu, lam), sigma_feynman(1.0, mu, lam)
k1 = 1e-6 * np.array([1.0, 0.2, 0.1, -0.3])
k2 = 1e-6 * np.array([2.5, -0.4, 0.3, 0.2])


def leg(first, second):
    """Propagator times (Sigma - mass shift) on the external spinor."""
    inner, outer = mom + first, mom + first + second
    a, b = sigma_parts(dot(inner, inner), mu, lam)
    ins = (a - shift_m) * np.eye(4) + b * slash(inner)
    prop = (slash(outer) + np.eye(4)) / (dot(outer, outer) - 1)
    return prop @ ins @ spinor


shares = []
for first, second in ((k1, k2), (k2, k1)):
    out = leg(first, second)
    expected = dot(mom, first) / dot(mom, first + second)
    miss = np.linalg.norm(out - expected * slope * spinor)
    assert miss < 1e-3 * abs(slope) * np.linalg.norm(spinor)
    ratio = np.vdot(spinor, out) / np.vdot(spinor, spinor) / slope
    shares.append(ratio.real)
assert abs(np.mean(shares) - 0.5) < 1e-3
print("Leg insertion divided by Sigma'(m), two orders of k1, k2:")
print(f"  k1 first = {shares[0]:.4f}, k2 first = {shares[1]:.4f}")
print(f"  mean of the two orders = {np.mean(shares):.4f}")

# ---------- switching the coupling in a solvable model ----------
node, weight = np.polynomial.legendre.leggauss(80)
omega = 3 + 2 * node
profile = weight * (omega - 1)**2 * (5 - omega)**2


def couplings(w):
    return np.sqrt(profile * w / np.sum(profile / omega**2))


def evolve(V, shape, rate, start, counterterm=True):
    """Amplitude to find the bare level at t = 0, starting bare."""
    shift = np.sum(V**2 / omega) if counterterm else 0.0

    def rhs(t, y):
        g = shape(rate * t)
        out = np.empty_like(y)
        out[0] = -1j * (g * g * shift * y[0] + g * np.dot(V, y[1:]))
        out[1:] = -1j * (omega * y[1:] + g * V * y[0])
        return out

    y0 = np.zeros(len(V) + 1, complex)
    y0[0] = 1
    sol = solve_ivp(rhs, (start / rate, 0), y0, method="DOP853",
                    rtol=1e-9, atol=1e-11, t_eval=[0.0])
    assert sol.success
    return sol.y[0, -1]


w_strong = 0.25
V = couplings(w_strong)
Z = 1 / (1 + w_strong)
print(f"Model: continuum from 1 to 5 gaps, w = {w_strong}")
print(f"  Z = {Z:.5f}, sqrt(Z) = {np.sqrt(Z):.5f}")
errors = []
for rate in (0.2, 0.1, 0.05):
    amp = abs(evolve(V, np.exp, rate, -10))
    errors.append(abs(amp - np.sqrt(Z)))
    print(f"  slow switching, rate {rate:.2f} gap: |amp| = {amp:.5f}")
assert errors[-1] < 1e-3 and errors[-1] < errors[0] / 4

H = np.diag(np.concatenate(([np.sum(V**2 / omega)], omega)))
H[0, 1:] = H[1:, 0] = V
energy, state = np.linalg.eigh(H)
t_wait = 40.0
sudden = abs(np.sum(state[0]**2 * np.exp(-1j * energy * t_wait)))
assert abs(sudden - Z) < 1e-3
print(f"  sudden switching, t = {t_wait:g}/gap: |amp| = {sudden:.5f}")

w_weak = 0.001
V = couplings(w_weak)
shapes = {"exponential": (np.exp, -10),
          "Gaussian": (lambda s: np.exp(-s * s), -3.5),
          "linear ramp": (lambda s: max(0.0, 1 + s), -1)}
print(f"Model, w = {w_weak}, rate 0.05 gap: (1-|amp|)/w")
for name, (shape, start) in shapes.items():
    fraction = (1 - abs(evolve(V, shape, 0.05, start))) / w_weak
    assert abs(fraction - 0.5) < 2e-3
    print(f"  {name}: {fraction:.4f}")

print("Phase at t = 0 without the counterterm, exponential switching:")
for rate in (0.05, 0.025):
    phase = np.angle(evolve(V, np.exp, rate, -10, counterterm=False))
    predicted = np.sum(V**2 / omega) / (2 * rate)
    assert np.isclose(phase, predicted, rtol=1e-2)
    print(f"  rate {rate:.3f} gap: phase = {phase:.5f} rad")

print("every check passed")
```

Printed output:

```
fine-structure constant = 0.007297353
QED: photon mass = 0.1 m, regulator mass = 1000 m
  mass shift Sigma(m) = 0.024591 m
  Sigma'(m), parameter formula = -0.0047721
  Sigma'(m), loop integral     = -0.0047721
  half of Sigma'(m)            = -0.0023860
  vertex correction            = 0.0047721
  charge, legs dropped = 1.004772 e
  charge, legs halved  = 1.000000 e
  charge, legs full    = 0.995228 e
QED: photon mass = 0.001 m, regulator mass = 1000 m
  mass shift Sigma(m) = 0.024936 m
  Sigma'(m), parameter formula = 0.0054150
  Sigma'(m), loop integral     = 0.0054150
  half of Sigma'(m)            = 0.0027075
  vertex correction            = -0.0054150
  charge, legs dropped = 0.994585 e
  charge, legs halved  = 1.000000 e
  charge, legs full    = 1.005415 e
Leg insertion divided by Sigma'(m), two orders of k1, k2:
  k1 first = 0.2987, k2 first = 0.7013
  mean of the two orders = 0.5000
Model: continuum from 1 to 5 gaps, w = 0.25
  Z = 0.80000, sqrt(Z) = 0.89443
  slow switching, rate 0.20 gap: |amp| = 0.89435
  slow switching, rate 0.10 gap: |amp| = 0.89441
  slow switching, rate 0.05 gap: |amp| = 0.89442
  sudden switching, t = 40/gap: |amp| = 0.80001
Model, w = 0.001, rate 0.05 gap: (1-|amp|)/w
  exponential: 0.4994
  Gaussian: 0.5006
  linear ramp: 0.5002
Phase at t = 0 without the counterterm, exponential switching:
  rate 0.050 gap: phase = 0.02564 rad
  rate 0.025 gap: phase = 0.05130 rad
every check passed
```
